# Voigt and Reuss bounds on the elastic moduli of random polycrystals, part 1

(Sections cited here and not found follow in the second part.)

## I. Trial fields and the bounds on the stiffness tensor

To find the stress in a metal film cooled on a stiff substrate, one must decide which elastic modulus to assign to the film. The crystal's stiffness is known along its own axes, but the film contains many grains with different orientations. One choice is to average the grain stiffness, another is to average the grain compliance. If the two answers are close enough for the design, either average will serve; if not, more must be known about how the grains are arranged. This decision is sound only if the true answer lies between the two averages. The theorem below establishes that ordering for the stiffness tensor, and the second half finds which engineering moduli inherit it.

### Setting and conventions

Consider a periodic cell of volume \(V\), filled with grains. Angle brackets denote the volume mean,
\[
\langle f\rangle=\frac1V\int_V f\,dV .
\]
Repeated indices are summed from 1 to 3, and \(A:B=A_{ij}B_{ij}\). Tensile stress and extension are positive. The assumptions are as follows.

1. Strains are small and each grain is linearly elastic: \(\sigma=C(x):\varepsilon\), where \(C(x)\) is constant within a grain.
2. The stiffness has the symmetries \(C_{ijkl}=C_{jikl}=C_{ijlk}=C_{klij}\) and is positive definite. Thus there are positive constants \(c_-\) and \(c_+\) with \(c_-A:A\le A:C:A\le c_+A:A\) for every symmetric \(A\). Its inverse on symmetric tensors is the compliance \(S(x)\), so that \(\varepsilon=S:\sigma\).
3. The grains are perfectly bonded: displacement and traction are continuous across grain boundaries.
4. There is no body force and no acceleration, hence \(\partial_j\sigma_{ij}=0\) inside each grain.

The displacement is written as
\[
u_i=\bar\varepsilon_{ij}x_j+w_i(x),
\]
where \(\bar\varepsilon\) is a constant symmetric tensor and \(w\) is periodic. The strain is
\[
\varepsilon=\bar\varepsilon+\nabla_s w,\qquad
(\nabla_s w)_{ij}=\tfrac12(\partial_jw_i+\partial_iw_j).
\]
A strain of this form is called compatible. A symmetric periodic stress that satisfies equilibrium in the grains and has continuous tractions, also across opposite faces of the cell, is called balanced. The mean of \(\nabla_sw\) vanishes, because the integral of a derivative of a continuous periodic function is zero. Hence \(\langle\varepsilon\rangle=\bar\varepsilon\).

The effective stiffness \(C^*\) relates the means: \(\langle\sigma\rangle=C^*:\bar\varepsilon\). Lemma 2 shows that this definition makes sense. For a random polycrystal, \(C^*\) is understood as the limit for cells much larger than the grains, assuming that the limit exists. The tensor theorem itself needs no such limit: it holds for each periodic cell.

For two symmetric fourth-rank tensors, \(A\le B\) means
\[
e:A:e\le e:B:e\quad\text{for every symmetric }e .
\]
This is an ordering of energies. It is not an ordering of each separate component, and an off-diagonal component such as \(C_{1122}\) need not obey it.

**Theorem 1 (tensor bounds).** Under assumptions 1 to 4,
\[
\langle S\rangle^{-1}\le C^*\le\langle C\rangle .
\]

The right side is the Voigt bound, and the left side is the Reuss bound. Both use only the volume fraction of each orientation. Grain shapes and the arrangement of neighbours do not enter.

### Lemma 1: mean work

**Lemma 1.** If \(\sigma\) is balanced and \(\varepsilon=\bar\varepsilon+\nabla_sw\) is compatible, then
\[
\langle\sigma:\varepsilon\rangle=\langle\sigma\rangle:\bar\varepsilon .
\]
The two fields need not be related by Hooke's law.

**Proof.** Since \(\sigma\) is symmetric, \(\sigma:\nabla_sw=\sigma_{ij}\partial_jw_i\). In one grain \(g\) with outward normal \(n\), the product rule and the divergence theorem give
\[
\int_g\sigma_{ij}\partial_jw_i\,dV
=\oint_{\partial g}w_i\sigma_{ij}n_j\,dS
-\int_gw_i\partial_j\sigma_{ij}\,dV .
\]
The last integral vanishes by equilibrium. Now sum over grains. At an internal boundary the two outward normals are opposite, while \(w\) and the traction on a common normal are continuous, so the two surface terms cancel. On opposite faces of the cell \(w\) and \(\sigma\) repeat and the normals are again opposite, so these terms cancel too. Therefore \(\langle\sigma:\nabla_sw\rangle=0\). Adding the constant part of the strain gives
\[
\langle\sigma:\varepsilon\rangle
=\langle\sigma:\bar\varepsilon\rangle+\langle\sigma:\nabla_sw\rangle
=\langle\sigma\rangle:\bar\varepsilon .\qquad\square
\]

Bonding is used in the cancellation at grain boundaries. If grains slide, \(w\) jumps along the boundary, and an interface term generally remains: the jump times the shear traction. It vanishes if the boundary carries no shear traction.

### Lemma 2: the effective stiffness

**Lemma 2.** For each \(\bar\varepsilon\) there is one equilibrium strain. The resulting \(C^*\) is symmetric and positive definite, and
\[
\bar\varepsilon:C^*:\bar\varepsilon=\langle\varepsilon:C:\varepsilon\rangle .
\]

**Proof.** Equilibrium together with traction continuity is equivalent to the weak equation
\[
\langle\nabla_sv:C:(\bar\varepsilon+\nabla_sw)\rangle=0
\quad\text{for every periodic }v .
\]
Fix the rigid translation by \(\langle w\rangle=0\). Expanding the square of the symmetric gradient gives
\[
\langle\nabla_sw:\nabla_sw\rangle
=\tfrac12\langle\partial_jw_i\,\partial_jw_i\rangle
+\tfrac12\langle\partial_jw_i\,\partial_iw_j\rangle .
\]
For smooth periodic \(w\), two integrations by parts turn the last mean into \(\langle(\partial_iw_i)^2\rangle\), which is not negative. By continuity the same holds for every periodic \(w\) with square-integrable gradient. Hence
\[
\langle\nabla_sw:\nabla_sw\rangle\ge\tfrac12\langle\partial_jw_i\,\partial_jw_i\rangle .
\]
A Fourier series shows that the mean square gradient controls the mean square of \(w\), because the zero wavevector is absent. With the limits \(c_\pm\), the form \(\langle\nabla_sv:C:\nabla_sw\rangle\) is therefore an inner product whose norm is equivalent to the usual norm of \(w\) and its gradient. The remaining term, \(-\langle\nabla_sv:C:\bar\varepsilon\rangle\), is a bounded linear function of \(v\). The Riesz representation theorem then gives exactly one \(w\), which depends linearly on \(\bar\varepsilon\). So \(\langle\sigma\rangle\) is linear in \(\bar\varepsilon\), and \(C^*\) exists.

Let \(\varepsilon\) and \(\varepsilon'\) be the solutions for \(\bar\varepsilon\) and \(\bar\varepsilon'\). Lemma 1 gives
\[
\bar\varepsilon':C^*:\bar\varepsilon
=\bar\varepsilon':\langle\sigma\rangle
=\langle\varepsilon':C:\varepsilon\rangle .
\]
The right side is unchanged when the two solutions are exchanged, so \(C^*\) is symmetric. Setting \(\varepsilon'=\varepsilon\) gives the energy formula. Finally,
\[
\langle\varepsilon:C:\varepsilon\rangle
\ge c_-\langle\varepsilon:\varepsilon\rangle
=c_-\left[\bar\varepsilon:\bar\varepsilon+\langle\nabla_sw:\nabla_sw\rangle\right]
\ge c_-\,\bar\varepsilon:\bar\varepsilon ,
\]
where the cross term vanished because \(\langle\nabla_sw\rangle=0\). Thus \(C^*\) is positive definite and has an inverse, \(S^*\). \(\square\)

The stored energy per volume is half of \(\bar\varepsilon:C^*:\bar\varepsilon\). The common factor of one half is omitted in the comparisons that follow.

### Lemma 3: a trial strain costs energy

**Lemma 3.** Let \(\hat\varepsilon\) be any compatible strain with mean \(\bar\varepsilon\), and let \(\varepsilon\) be the equilibrium strain with the same mean. Then
\[
\langle\hat\varepsilon:C:\hat\varepsilon\rangle
=\bar\varepsilon:C^*:\bar\varepsilon
+\langle(\hat\varepsilon-\varepsilon):C:(\hat\varepsilon-\varepsilon)\rangle .
\]

**Proof.** Put \(\delta=\hat\varepsilon-\varepsilon\). It is compatible and has zero mean. Expansion gives
\[
\langle(\varepsilon+\delta):C:(\varepsilon+\delta)\rangle
=\langle\varepsilon:C:\varepsilon\rangle
+2\langle\delta:\sigma\rangle
+\langle\delta:C:\delta\rangle .
\]
The two cross terms are equal because \(C\) is symmetric. Their sum vanishes by Lemma 1, since \(\sigma\) is balanced and \(\delta\) has zero mean. Lemma 2 identifies the first term. \(\square\)

Choose the uniform trial strain \(\hat\varepsilon=\bar\varepsilon\). It is compatible, with \(w=0\). If \(\eta=\varepsilon-\bar\varepsilon\) is the true strain fluctuation, then \(\delta=-\eta\), and the sign disappears in the square:
\[
\bar\varepsilon:(\langle C\rangle-C^*):\bar\varepsilon
=\langle\eta:C:\eta\rangle\ge0 .
\]
This proves the upper bound and also gives its error. At a prescribed mean strain, a real polycrystal lowers its energy by letting soft orientations deform more and stiff ones less, as far as compatibility permits. The uniform field forbids this redistribution, so it makes the material too stiff.

### Lemma 4: a trial stress costs complementary energy

**Lemma 4.** Let \(\hat\sigma\) be any balanced stress with mean \(\bar\sigma\), and let \(\sigma\) be the equilibrium stress with the same mean. Then
\[
\langle\hat\sigma:S:\hat\sigma\rangle
=\bar\sigma:S^*:\bar\sigma
+\langle(\hat\sigma-\sigma):S:(\hat\sigma-\sigma)\rangle .
\]

**Proof.** A solution with any required mean stress exists: impose \(\bar\varepsilon=S^*:\bar\sigma\). Put \(\gamma=\hat\sigma-\sigma\), which is balanced and has zero mean. Expansion gives
\[
\langle(\sigma+\gamma):S:(\sigma+\gamma)\rangle
=\langle\sigma:S:\sigma\rangle
+2\langle\gamma:\varepsilon\rangle
+\langle\gamma:S:\gamma\rangle .
\]
By Lemma 1 the middle term is \(2\langle\gamma\rangle:\bar\varepsilon=0\). The first term is
\[
\langle\sigma:S:\sigma\rangle=\langle\sigma:\varepsilon\rangle
=\bar\sigma:\bar\varepsilon=\bar\sigma:S^*:\bar\sigma .\qquad\square
\]

The uniform stress \(\hat\sigma=\bar\sigma\) is balanced. With the true stress fluctuation \(\tau=\sigma-\bar\sigma\), the lemma becomes
\[
\bar\sigma:(\langle S\rangle-S^*):\bar\sigma
=\langle\tau:S:\tau\rangle\ge0 .
\]
Therefore \(S^*\le\langle S\rangle\). A uniform stress lets each grain strain without regard to its neighbours. The resulting pieces generally do not fit together, and the estimate is too compliant.

### Inversion and the end of the proof

**Lemma 5.** If \(A\) and \(B\) are symmetric and positive definite and \(A\le B\), then \(B^{-1}\le A^{-1}\).

**Proof.** Completing the square gives
\[
2s:e-e:A:e
=s:A^{-1}:s-(e-A^{-1}:s):A:(e-A^{-1}:s).
\]
The last term is a subtraction that vanishes at \(e=A^{-1}:s\). Hence
\[
s:A^{-1}:s=\max_e\,(2s:e-e:A:e),
\]
and likewise for \(B\). Since \(e:A:e\le e:B:e\), the expression to be maximized is at least as large for \(A\) as for \(B\), for every \(e\). Its maximum has the same order. \(\square\)

Apply Lemma 5 with \(A=S^*\) and \(B=\langle S\rangle\). It gives \(\langle S\rangle^{-1}\le C^*\). Together with Lemma 3 this proves Theorem 1. \(\square\)

### When a bound is attained

The error formulas decide this question. For a given mean strain, the upper bound is attained if and only if \(\eta=0\) throughout, because \(C\) is positive definite. The stress \(C(x):\bar\varepsilon\) must then be balanced. At a boundary with normal \(n\) between grains \(A\) and \(B\), this requires
\[
\left[(C_A-C_B):\bar\varepsilon\right]\cdot n=0 .
\]
For a given mean stress, the lower bound is attained if and only if \(\tau=0\), so that the strain \(S(x):\bar\sigma\) is compatible.

A laminate of isotropic layers stacked along axis 3 shows both cases. Let \(G(x_3)\) be the shear modulus, and let fractions 0.4 and 0.6 have \(G=20\) and 60 GPa. Under a uniform strain \(\varepsilon_{12}\), the nonzero stress is \(\sigma_{12}=2G(x_3)\varepsilon_{12}\). It depends on neither \(x_1\) nor \(x_2\), and it exerts no traction on planes normal to axis 3, so it is balanced. The effective modulus is the arithmetic mean,
\[
0.4\times20+0.6\times60=44\ \text{GPa}.
\]
Under a uniform stress \(\sigma_{23}\), a displacement \(u_2(x_3)\) with slope \(\sigma_{23}/G(x_3)\) is continuous and supplies the required strain. The mean slope gives the harmonic mean,
\[
\left(\frac{0.4}{20}+\frac{0.6}{60}\right)^{-1}=33.3\ \text{GPa}.
\]
The numerical equilibrium solution reproduces both values in a test. Each side of Theorem 1 can therefore be attained for suitable loads. The laminate is not isotropic, however, so it does not show that an isotropic polycrystal can attain either shear bound.

## II. Isotropic moduli and the stress in a film

The grain stiffness is \(C\), its inverse is \(S\), and \(\langle\cdot\rangle\) is a volume mean. The effective stiffness \(C^*\) links mean stress \(\bar\sigma\) to mean strain \(\bar\varepsilon\), and \(S^*\) is its inverse. For bonded, linearly elastic grains the first half established
\[
\langle S\rangle^{-1}\le C^*\le\langle C\rangle
\]
as an ordering of energies. The errors of the two trial fields are
\[
\bar\varepsilon:(\langle C\rangle-C^*):\bar\varepsilon=\langle\eta:C:\eta\rangle,
\qquad
\bar\sigma:(\langle S\rangle-S^*):\bar\sigma=\langle\tau:S:\tau\rangle,
\]
where \(\eta\) and \(\tau\) are the true fluctuations of strain and stress about their means. Now assume in addition that the orientations are uniformly distributed over all rotations and that the large aggregate is elastically isotropic.

### Isotropic tensors and rotational means

**Lemma 6.** A linear map \(L\) of symmetric tensors that commutes with all rotations has the form \(L(A)=pA+q\,(\operatorname{tr}A)\mathbf1\).

The effective stiffness of a bonded, linearly elastic polycrystal has been shown to lie, as an ordering of energies, between the Reuss and Voigt averages. It remains to prove Lemma 6, to find which engineering moduli of an isotropic aggregate inherit these bounds, and to apply them to the stress in a cooled film.
